# Updating a walker's overlap after a single-site Hirsch field

## Problem

In auxiliary-field Monte Carlo for the Hubbard model, a walker is a Slater determinant that is propagated in imaginary time and compared repeatedly with a fixed trial determinant. This sheet treats one elementary move: the on-site repulsion on a single site acts during a time step $\Delta\tau$.

The lattice has $M$ sites. Spin is labelled $s=+1$ (up) or $s=-1$ (down), and there are $N_s$ electrons of spin $s$. The walker is a product of an up and a down determinant,

$$
|\Phi_s\rangle=\prod_{a=1}^{N_s}\Big(\sum_{j=1}^{M}(\Phi_s)_{ja}\,c^\dagger_{js}\Big)|0\rangle ,
$$

where $\Phi_s$ is an $M\times N_s$ matrix: rows are sites, columns are orbitals. The trial state has the same form with matrices $\Psi_s$. The columns need not be orthonormal. The overlap matrix $S_s=\Psi_s^\dagger\Phi_s$ is assumed invertible, and its inverse is known.

For $U>0$ the interaction factor on site $i$ is decoupled with a Hirsch field $x=\pm1$:

$$
e^{-\Delta\tau U n_{i\uparrow}n_{i\downarrow}}
=\frac12\sum_{x=\pm1} b_\uparrow(x)^{n_{i\uparrow}}\,b_\downarrow(x)^{n_{i\downarrow}},
\qquad
b_s(x)=e^{-\Delta\tau U/2+sx\gamma},
\tag{1}
$$

with $\gamma>0$ and $\cosh\gamma=e^{\Delta\tau U/2}$. Here $U$ is an energy and $\Delta\tau$ an inverse energy, so $\Delta\tau U$ is a pure number.

**(a)** Verify (1), and write $d_s=b_s-1$ without $\gamma$.

**(b)** Find how one field value changes $\Phi_s$ and $S_s$.

**(c)** Derive the matrix determinant lemma and use it to find the overlap ratio $R_s=\langle\Psi_s|\Phi_s'\rangle/\langle\Psi_s|\Phi_s\rangle$. What physical quantity does it contain?

**(d)** Derive the Sherman–Morrison formula and use it to find the inverse of the new overlap matrix. When does it fail?

**(e)** Take $U=4t$ and $\Delta\tau=0.05/t$, where $t$ is the hopping energy, and four sites with two electrons of each spin. The trial matrix $\Psi$ is the same for both spins:

$$
\Psi=\begin{pmatrix}1&0\\1&0\\0&1\\0&1\end{pmatrix},\quad
\Phi_\uparrow=\begin{pmatrix}1&0\\2&1\\0&1\\1&2\end{pmatrix},\quad
\Phi_\downarrow=\begin{pmatrix}2&1\\1&0\\1&1\\0&1\end{pmatrix}.
$$

The field acts on site 2. Find the ratios for both field values, the probabilities with which importance sampling chooses them, and the new inverses for $x=+1$.

## Hints

1. A site has four occupations, and each $n_{is}$ is 0 or 1.
2. Expand the determinant in configurations with definite occupied sites. Ask which amplitudes the field multiplies.
3. A change in one row of $\Phi_s$ changes $S_s$ by a column times a row. Take $S_s$ out as a left factor before computing the determinant.
4. For the inverse, solve $S_s'y=z$ for an arbitrary vector $z$. The unknown $y$ enters the correction through a single number.
5. For the probabilities, divide each walker by its own overlap with the trial state.

## Solution

### (a) The field factors

Inserting the occupations into the right side of (1) gives:

- For an empty site, $\tfrac12(1+1)=1$.
- For one electron of either spin, $\tfrac12[b_s(1)+b_s(-1)]=e^{-\Delta\tau U/2}\cosh\gamma=1$.
- For two electrons, $b_\uparrow b_\downarrow=e^{-\Delta\tau U}$ for each $x$, because the terms $\pm x\gamma$ cancel. The average is $e^{-\Delta\tau U}$.

These are the values of the left side. Since $\gamma>0$,

$$
e^{-\Delta\tau U/2}\sinh\gamma
=e^{-\Delta\tau U/2}\sqrt{e^{\Delta\tau U}-1}
=\sqrt{1-e^{-\Delta\tau U}}\equiv\kappa .
$$

With $e^{sx\gamma}=\cosh\gamma+sx\sinh\gamma$, the factor becomes

$$
b_s(x)=1+sx\kappa,\qquad d_s(x)=sx\kappa,\qquad 0<\kappa<1. \tag{2}
$$

The field thus raises the factor of one spin on the site to $1+\kappa$ and lowers that of the other to $1-\kappa$. For $\Delta\tau U\to0$, $\kappa$ vanishes as $\sqrt{\Delta\tau U}$; for $\Delta\tau U\to\infty$ it tends to 1, and one of the two spin factors tends to zero.

### (b) A rank-one change

The spins are separate, so the label $s$ is dropped until it is needed. Multiply out the product that defines $|\Phi\rangle$. A term in which two orbitals choose the same site vanishes, since $(c_j^\dagger)^2=0$. Sorting the remaining creation operators by site gives the sign of a permutation. The terms belonging to one set $C$ of $N$ occupied sites therefore add up to a determinant:

$$
|\Phi\rangle=\sum_C\det(\Phi_C)\,|C\rangle ,
$$

where $\Phi_C$ contains the rows of $\Phi$ in $C$. The operator $b^{n_i}$ multiplies $|C\rangle$ by $b$ if $i$ is in $C$, and by 1 otherwise. Multiplying row $i$ of $\Phi$ by $b$ does the same to $\det\Phi_C$. The new state is therefore again a determinant, with

$$
\Phi'=\Phi+d\,e_i v^T ,
$$

where $e_i$ is the unit vector of site $i$ and $v^T$ is row $i$ of $\Phi$, without complex conjugation.

The configurations are orthonormal, so $\langle\Psi|\Phi\rangle=\sum_C(\det\Psi_C)^*\det\Phi_C$. This sum equals $\det(\Psi^\dagger\Phi)$. Indeed, row $a$ of $\Psi^\dagger\Phi$ is $\sum_j\Psi_{ja}^*$ times row $j$ of $\Phi$. Since a determinant is linear in each row,

$$
\det(\Psi^\dagger\Phi)=\sum_{j_1\ldots j_N}\Psi^*_{j_11}\cdots\Psi^*_{j_NN}\,
\det(\text{rows }j_1,\ldots,j_N\text{ of }\Phi).
$$

Terms with a repeated row vanish. For a given set $C$, sorting the rows gives $\det\Phi_C$ times a permutation sign, and the signed sum of the products of $\Psi^*$ is $(\det\Psi_C)^*$. Hence $\langle\Psi|\Phi\rangle=\det S$.

Multiplying $\Phi'$ from the left by $\Psi^\dagger$ gives

$$
S'=S+d\,u v^T,\qquad u=\Psi^\dagger e_i,\qquad u_a=\Psi_{ia}^* . \tag{3}
$$

The vector $u$ is row $i$ of the trial matrix, conjugated and written as a column.

### (c) The overlap ratio

Let $w=S^{-1}u$. Then $S'=S(1+d\,wv^T)$, and

$$
R=\frac{\det S'}{\det S}=\det(1+d\,wv^T).
$$

To evaluate this determinant, consider the matrix of dimension $N+1$

$$
K=\begin{pmatrix}1&-d\,w\\ v^T&1\end{pmatrix},
$$

whose upper left block is the $N\times N$ unit matrix. Adding multiples of rows to other rows leaves $\det K$ unchanged. This can be used in two ways.

First, subtract from the last row the combination of upper rows with coefficients $v^T$. The last row becomes $(0,\;1+d\,v^Tw)$. The matrix is then upper triangular, so $\det K=1+d\,v^Tw$.

Second, starting again from $K$, add $d\,w$ times the last row to the upper rows. The upper rows become $(1+d\,wv^T,\;0)$, so $\det K=\det(1+d\,wv^T)$.

Equating the results gives the determinant lemma, and with it

$$
R=1+d\,g,\qquad g=v^TS^{-1}u . \tag{4}
$$

To identify $g$, use $b^{n_i}=1+d\,n_i$, which holds for $n_i=0$ and $n_i=1$. Taking this operator between the two states gives

$$
R=1+d\,\frac{\langle\Psi|n_i|\Phi\rangle}{\langle\Psi|\Phi\rangle}.
$$

Comparison with (4) for $d\neq0$ shows that $g$ is the mixed density on site $i$. It is a diagonal element of the equal-time Green's function in the convention

$$
G_{jk}=v_j^TS^{-1}u_k
=\frac{\langle\Psi|c_k^\dagger c_j|\Phi\rangle}{\langle\Psi|\Phi\rangle}, \tag{5}
$$

where $v_j^T$ is row $j$ of $\Phi$ and $u_k=\Psi^\dagger e_k$. For the off-diagonal elements, the second equality follows in the same way. The operator $1+\epsilon c_k^\dagger c_j$ with $j\neq k$ equals $\exp(\epsilon c_k^\dagger c_j)$, because $(c_k^\dagger c_j)^2=0$. It replaces $c_j^\dagger$ by $c_j^\dagger+\epsilon c_k^\dagger$ in every orbital, and so adds $\epsilon v_j^T$ to row $k$ of $\Phi$. The lemma then gives the ratio $1+\epsilon v_j^TS^{-1}u_k$.

Restoring spin, the ratio for the whole walker is $R_\uparrow R_\downarrow$, with

$$
R_s(x)=1+sx\kappa g_s . \tag{6}
$$

### (d) The new inverse

Let $S'y=z$. Equation (3) gives $Sy+d\,u(v^Ty)=z$, and multiplication by $S^{-1}$ gives

$$
y=S^{-1}z-d\,w\,(v^Ty).
$$

The unknown on the right is the number $v^Ty$. Multiply from the left by $v^T$ and use $v^Tw=g$:

$$
(1+d\,g)\,v^Ty=v^TS^{-1}z
\quad\Longrightarrow\quad
v^Ty=\frac{v^TS^{-1}z}{R}\qquad(R\neq0).
$$

Substitution gives $y=[S^{-1}-d\,w\,v^TS^{-1}/R]z$. Since $z$ is arbitrary, the bracket is the inverse:

$$
S'^{-1}=S^{-1}-\frac{d}{R}\,w\,q^T,\qquad w=S^{-1}u,\quad q^T=v^TS^{-1}. \tag{7}
$$

This is the Sherman–Morrison formula for the present change. The products $w$, $q^T$ and $wq^T$ each need $N^2$ multiplications, so the update costs of order $N^2$ operations. Inversion by elimination treats $N$ pivots with of order $N^2$ operations each, hence of order $N^3$.

The formula fails at $R=0$. Then $g\neq0$, so $w\neq0$, and

$$
S'w=Sw+d\,u\,(v^Tw)=u(1+d\,g)=0 .
$$

The new matrix has a null vector and no inverse. Physically, the new walker is orthogonal to the trial state.

The update also gives the new density on the same site. The new row is $bv^T$, and $S'^{-1}u=w-d\,wg/R=w(R-dg)/R=w/R$. Hence

$$
g'=\frac{b\,g}{R}. \tag{8}
$$

### (e) Numbers

With $\Delta\tau U=0.20$, equation (2) gives $\kappa=\sqrt{1-e^{-0.20}}=0.4258$.

For this trial matrix, the first row of $S$ is the sum of walker rows 1 and 2, and the second is the sum of rows 3 and 4. For spin up,

$$
S_\uparrow=\begin{pmatrix}3&1\\1&3\end{pmatrix},\qquad
S_\uparrow^{-1}=\frac18\begin{pmatrix}3&-1\\-1&3\end{pmatrix}.
$$

On site 2, $u=(1,0)^T$ and $v_\uparrow^T=(2,1)$. Therefore $w_\uparrow=\tfrac18(3,-1)^T$, $q_\uparrow^T=\tfrac18(5,1)$ and $g_\uparrow=\tfrac18(2\cdot3-1)=0.625$. For spin down,

$$
S_\downarrow=\begin{pmatrix}3&1\\1&2\end{pmatrix},\qquad
S_\downarrow^{-1}=\frac15\begin{pmatrix}2&-1\\-1&3\end{pmatrix},
$$

with $v_\downarrow^T=(1,0)$, $w_\downarrow=\tfrac15(2,-1)^T$, $q_\downarrow^T=\tfrac15(2,-1)$ and $g_\downarrow=0.4$. Equation (6) gives

$$
\begin{aligned}
R_\uparrow(\pm1)&=1\pm0.4258\times0.625=1.2661,\;0.7339,\\
R_\downarrow(\pm1)&=1\mp0.4258\times0.4=0.8297,\;1.1703 .
\end{aligned}
$$

The total ratios are $1.0505$ for $x=+1$ and $0.8589$ for $x=-1$.

For the probabilities, let a walker of weight $W$ represent the state $W|\Phi\rangle/\langle\Psi|\Phi\rangle$, where the states now include both spins. The interaction factor turns it into

$$
W\sum_x\frac12\frac{|\Phi'_x\rangle}{\langle\Psi|\Phi\rangle}
=W\sum_x\frac12R_\uparrow(x)R_\downarrow(x)\,
\frac{|\Phi'_x\rangle}{\langle\Psi|\Phi'_x\rangle}.
$$

If both products are positive, the field can be drawn with

$$
p(x)=\frac{R_\uparrow(x)R_\downarrow(x)}{2\mathcal N},\qquad
\mathcal N=\frac12\sum_xR_\uparrow(x)R_\downarrow(x),
$$

and the weight is multiplied by $\mathcal N$. Multiplying out (6),

$$
R_\uparrow R_\downarrow=1+x\kappa(g_\uparrow-g_\downarrow)-\kappa^2g_\uparrow g_\downarrow,
\qquad
\mathcal N=1-\kappa^2g_\uparrow g_\downarrow , \tag{9}
$$

since the term linear in $x$ cancels in the sum. Here $\mathcal N=0.9547$, $p(+1)=0.550$ and $p(-1)=0.450$. The value $x=+1$ is preferred because $g_\uparrow>g_\downarrow$.

Equation (9) has a direct meaning. Both states are products over spin, so $g_\uparrow g_\downarrow$ is the mixed double occupancy. With $\kappa^2=1-e^{-\Delta\tau U}$, $\mathcal N$ is the mixed estimate of $e^{-\Delta\tau Un_{i\uparrow}n_{i\downarrow}}$. The same product gives the site's interaction contribution to the local energy, $Ug_\uparrow g_\downarrow$.

For $x=+1$, $d_\uparrow=\kappa$ and $d_\downarrow=-\kappa$. Equation (7) gives

$$
\begin{aligned}
S_\uparrow'^{-1}&=S_\uparrow^{-1}-\frac{0.4258}{1.2661}\,\frac1{64}
\begin{pmatrix}15&3\\-5&-1\end{pmatrix}
=\begin{pmatrix}0.2962&-0.1408\\-0.0987&0.3803\end{pmatrix},\\
S_\downarrow'^{-1}&=S_\downarrow^{-1}+\frac{0.4258}{0.8297}\,\frac1{25}
\begin{pmatrix}4&-2\\-2&1\end{pmatrix}
=\begin{pmatrix}0.4821&-0.2411\\-0.2411&0.6205\end{pmatrix}.
\end{aligned}
$$

By (8), the up density on site 2 rises from 0.625 to 0.704 and the down density falls from 0.400 to 0.277.

## Variation 1: a field on the next site

**Question.** After $x=+1$ on site 2, a field $x=+1$ acts on site 3. What is the spin-up ratio for the two fields together, and what error results if the old inverse is kept for the second?

**Solution.** Let the first field act on site $i$ and the second on $j\neq i$. Row $j$ of the walker has not changed, but the inverse has. From (5) and (7), with $v_j^Tw=G_{ji}$ and $q^Tu_j=G_{ij}$,

$$
G'_{jj}=G_{jj}-\frac{d_i}{R_i}G_{ji}G_{ij}.
$$

The second ratio is $R'_j=1+d_jG'_{jj}$. Multiplication by $R_i=1+d_iG_{ii}$ gives

$$
R_iR'_j=(1+d_iG_{ii})(1+d_jG_{jj})-d_id_jG_{ij}G_{ji}. \tag{10}
$$

This is symmetric in $i$ and $j$, as it must be, because $n_i$ and $n_j$ commute. Keeping the old inverse omits the last term, which is harmless only if $G_{ij}G_{ji}=0$.

On site 3, $u_3=(0,1)^T$ and $v_3^T=(0,1)$. The old inverse gives $G_{33}=3/8=0.375$. The off-diagonal elements are $G_{32}=v_3^Tw_\uparrow=-1/8$ and $G_{23}=q_\uparrow^Tu_3=1/8$, so

$$
G'_{33}=0.375+\frac{0.4258}{1.2661}\,\frac1{64}=0.3803 ,
$$

which is the lower right element of $S_\uparrow'^{-1}$. The second ratio is $1+0.4258\times0.3803=1.1619$, and the two fields together give $1.2661\times1.1619=1.4711$. The old inverse gives $1.4682$, too small by about 0.2% of the correct ratio. The error is small here because $G_{23}G_{32}=-1/64$.

## Variation 2: a negative ratio

**Question.** All matrices are real. Can $R_s$ be negative although $b_s>0$? Examine one spin-up electron on two sites, with no spin-down electron, $\Psi=(1,1)^T$, $\Phi=(3,-2)^T$, and the same $\kappa$. The field $x=-1$ acts on site 1.

**Solution.** By (6), $R_s\le0$ requires $sx\kappa g_s\le-1$, hence $|g_s|\ge1/\kappa>1$. An ordinary density could not reach this value, but $g_s$ is a mixed one.

Suppose first that walker and trial span the same space, $\Phi=\Psi A$ with $A$ invertible. Then

$$
G=\Phi S^{-1}\Psi^\dagger=\Psi A(\Psi^\dagger\Psi A)^{-1}\Psi^\dagger
=\Psi(\Psi^\dagger\Psi)^{-1}\Psi^\dagger .
$$

This matrix is Hermitian and satisfies $G^2=G$. Therefore $G_{ii}=\sum_j|G_{ij}|^2\ge G_{ii}^2$, which implies $0\le G_{ii}\le1$ and $R_s\ge1-\kappa>0$. For different spaces, $G^2=\Phi S^{-1}(\Psi^\dagger\Phi)S^{-1}\Psi^\dagger=G$ still holds, but $G$ need not be Hermitian, and the bound is lost.

In the example $S=3-2=1$, so $g=3$ on site 1 and $-2$ on site 2. These sum to the one electron present, yet neither lies between 0 and 1. The ratio is

$$
R_\uparrow(-1)=1-3\times0.4258=-0.277 .
$$

Directly, the field reduces the first walker entry from 3 to $3b$ with $b=0.5742$. The overlap $3b-2$ is then negative, while the old overlap was $+1$. The sign would change at $g=1/\kappa=2.349$, where the new overlap vanishes and (7) fails.

Without spin-down electrons $R_\downarrow=1$, so the total ratio is also negative and cannot serve as a probability. A constrained-path calculation rejects this field value and keeps $x=+1$. The weight factor becomes $\tfrac12(1+3\kappa)$, which exceeds 1 because $3\kappa>1$, whereas the full sum (9) gives $\mathcal N=1$ for $g_\downarrow=0$. Dropping the negative term thus changes the propagated sum: the constraint is an added rule, not a consequence of the update formulas. Here the excess comes from a finite step that carries the overlap across zero. For $3\kappa<1$, that is $\Delta\tau U<\ln(9/8)$, both ratios are positive and the weight factor is 1. The example shows no bias in the energy: if the two sites are joined by a hopping $-t$, $\Psi=(1,1)^T$ is the exact one-electron ground state, and the local energy is $-t$ for every walker with nonzero overlap. The test applies to the total ratio $R_\uparrow R_\downarrow$; two negative spin factors would give a positive product.
